Image-force lowering of a metal–silicon barrier at 100 kV/cm

**Problem**

A flat metal contact fills x < 0 and silicon fills x > 0. The electric field in the silicon near the contact has magnitude F = 100 kV/cm and points towards the metal, so it pushes an electron away from the metal. The relative permittivity of silicon is εr = 11.7. An electron at distance x is also attracted by the charge that it induces on the metal surface. By how much does this attraction lower the top of the energy barrier between metal and silicon, and where does the top lie?

Treat the metal as an ideal conductor, the silicon as a uniform dielectric, the field as uniform near the contact, and the electron as a classical point charge −e, with e > 0. Write ε = ε0 εr. Energies are measured from the conduction-band edge at x = 0 as it would be without the induced charge.

**A tempting solution**

The metal can be replaced by an image charge +e at −x. The image is a distance 2x from the electron and produces there the potential e/(4πε·2x). Multiplying by the electron's charge −e gives the energy

−e²/(8πεx).

The uniform field adds −eFx, so the total would be

U_wrong(x) = −e²/(8πεx) − eFx.

Its derivative vanishes when e²/(8πεx²) = eF, and the two terms are then equal. The top would lie below zero by

2 √[(e²/(8πε)) eF] = √[e³F/(2πε)] = 49.6 meV.

The units are right, and so is the growth with field. The number is wrong.

**Where it fails**

The force gives the fault away. The electron and its image are opposite charges a distance 2x apart, so Coulomb's law gives an attraction of magnitude

e²/[4πε(2x)²] = e²/(16πεx²).

The slope of the supposed energy −e²/(8πεx) is e²/(8πεx²), twice as large. An energy whose slope is not the force cannot be right.

The step at fault is the product of charge and potential. That product is the work of bringing up a charge when the sources of the potential stay where they are. Here the source is the induced charge, which changes as the electron moves: the image retreats whenever the electron does. If the electron moves by dx, the separation s = 2x grows by ds = 2dx. The work against the attraction is therefore

[e²/(4πεs²)] dx = ½ [e²/(4πεs²)] ds,

half the work needed to increase the separation by ds with one charge held fixed. The correct energy is half of the tempting one.

**Right solution**

First, the image itself needs a reason. Every point of the plane x = 0 is equally far from the charge −e at x and the charge +e at −x. Their potentials cancel over the whole plane, as a conductor held at zero potential requires. The potential in the silicon is fixed by the charge inside it and the value on its boundary, so the image reproduces the true field there. It does not describe the field inside the metal.

The force on the electron along x is negative, because it points towards the metal:

F_image(x) = −A/x², A = e²/(16πε).

With zero image energy far away, the energy at x is minus the work done by this force on the way in:

U_image(x) = −∫ from ∞ to x of F_image(x′) dx′
= ∫ from ∞ to x of (A/x′²) dx′
= [−A/x′] from ∞ to x
= −A/x.

The applied field exerts the constant force f = eF in the direction of increasing x. Its energy, set to zero at x = 0, is −fx. Hence

U(x) = −A/x − fx.

To find the top, differentiate:

U′(x) = A/x² − f.

This vanishes for x > 0 at

x_m = √(A/f) = √[e/(16πεF)].

The second derivative is −2A/x³, which is negative, so this is a maximum. At x_m the two contributions are equal:

A/x_m = A √(f/A) = √(Af),
f x_m = f √(A/f) = √(Af).

The top is therefore at U(x_m) = −Δ, with

Δ = 2√(Af) = √[4 · e²/(16πε) · eF] = √[e³F/(4πε)].

Without the image term the highest point of the barrier is U = 0 at x = 0, so Δ is the lowering asked for.

**Numbers**

The field is 100 kV/cm = 0.0100 V/nm, so f = 0.0100 eV/nm. With e²/(4πε0) = 1.43996 eV nm,

A = 1.43996/(4 × 11.7) = 0.03077 eV nm.

The position of the top is

x_m = √(0.03077/0.0100) nm = 1.75 nm,

and the lowering is

Δ = 2 √(0.03077 × 0.0100) eV = 0.0351 eV = 35.1 meV.

The image and the field each supply 17.5 meV. A direct numerical search for the maximum of U gives the same position and height; its values are in the numerical output.

**Reading the result**

Within this model Δ grows as √F, while x_m falls as 1/√F. At fixed permittivity, four times the field gives 70.2 meV and halves x_m. A stronger field tilts the band more steeply, but it also moves the top closer to the metal, which is why the lowering does not grow in proportion to the field.

At the same field in vacuum, Δ would be 120 meV. Silicon screens the attraction, which reduces A by 11.7 and Δ by √11.7.

The limit F → 0 needs care. The formula gives Δ → 0, but x_m grows without bound and eventually leaves the region where the field is uniform. At very high fields x_m approaches atomic distances, where a uniform dielectric and a sharp metal surface are poor descriptions.

For classical thermionic emission, the lowering can be turned into a current. Electrons of mass m and normal speed v contribute to the flux in proportion to v exp(−mv²/2kT). If crossing a barrier of height φ requires mv²/2 > φ, the flux is proportional to

∫ from v0 to ∞ of v exp(−mv²/2kT) dv = (kT/m) exp(−φ/kT), mv0²/2 = φ.

Replacing φ by φ − Δ multiplies the current by exp(Δ/kT). At 300 K, kT = 25.85 meV, and the factor is exp(35.08/25.85) = 3.9. At 400 K, with field and permittivity held fixed, it is 2.8.

**Is the field uniform enough?**

Suppose the field comes from a depletion layer in n-type silicon with 10¹⁶ donors per cm³. If all donors are ionized and mobile electrons are neglected, Gauss's law gives a field that falls linearly to zero over the width

W = εF/(eN) = 647 nm,

where N is the donor density. The force is then f(1 − x/W), and the field energy becomes −f(x − x²/2W). The extra term raises the energy by fx²/(2W). Because the slope of U vanishes at the top, the small displacement of the top does not matter to first order, and the lowering is reduced by

f x_m²/(2W) = 0.024 meV.

The uniform-field approximation is very good here.

The required voltage follows from the total band bending ψ_s. Let ψ(x) be the upward bending in energy units and c = e²N/ε. Including the mobile electrons at the inner edge of the layer, Poisson's equation is

ψ″ = c[1 − exp(−ψ/kT)].

Multiply by ψ′ and integrate from the neutral bulk, where ψ and ψ′ vanish:

ψ′²/2 = c{ψ − kT[1 − exp(−ψ/kT)]}.

At the contact |ψ′| = f and the exponential is negligible. Since W = f/c,

ψ_s = f²/(2c) + kT = fW/2 + kT = 3.26 eV.

Take a rough barrier of 0.70 eV before lowering. The bulk Fermi level lies 0.205 eV below the conduction band, so the bending at zero bias is 0.495 eV. The remaining 2.76 eV corresponds to a reverse bias of about 2.8 V.

**Does an electron follow the classical barrier?**

The top is less than 2 nm from the metal, so the wave nature of the electron must be considered. A simple estimate solves the one-dimensional Schrödinger equation for an electron leaving a metal band whose bottom lies 10 eV below the unlowered edge, with the free-electron mass inside the metal. The image energy is softened to −A/(x + d), with d = 0.10 nm, to keep it finite at the surface. Setting y = x + d turns the total energy into −A/y − fy + fd, so softening alone reduces the classical lowering by fd = 1.0 meV.

The transmitted current is averaged thermally at 300 K, with and without the image term, at the same field. If R is the ratio of the two currents, kT ln R is an effective lowering that can be compared with Δ. It isolates the effect of the image term at one field. It is not the lowering found in an experiment that compares currents at different fields, because the transmission of the barrier also changes with field.

For a mass of 0.98 electron masses along x, R = 3.6 and the effective lowering is 33 meV. For a mass of 0.19 electron masses, R = 1.8 and it is only 15 meV. The heavy-mass value depends strongly on the rough input d: it is 39 meV at d = 0.02 nm and 26 meV at d = 0.3 nm, while the light-mass value moves only to 17 and 13 meV. Neither value follows √F: between 50 and 200 kV/cm both change by less than 1 meV, while Δ goes from 25 to 50 meV. The nearness of 33 meV to the classical 35 meV is therefore a coincidence of this field and this d, not a confirmation. Both masses are rough values for silicon, and both occur at a (100) surface, where the conduction-band valleys have different orientations.

The calculation does not identify the cause of the small light-mass value. Its abrupt interface and purely normal motion make it an estimate of sensitivity, not a prediction for a given contact. It does show that 35 meV is the lowering of a classical barrier top, which need not equal the lowering inferred from a current.

**Beside a real contact**

Several neglected effects are small for the doping, barrier and bias used here:

- The donor density is 0.035 percent of the effective conduction-band density, so the bulk is nondegenerate.
- One donor directly in front of the electron, at the mean spacing of 46 nm from the metal, changes Δ by 0.2 meV. A donor that happens to lie closer has a larger effect, about 2 meV at 15 nm. For randomly placed donors the local shift of Δ from its average is typically about 0.4 meV.
- With rough ionization coefficients, extrapolated to these low fields, an electron crossing the layer causes of order 10⁻⁵ ionizations or fewer, so avalanche multiplication is negligible.
- A thermal electron of the light mass takes about 11 fs to cover x_m at constant speed, and 6 to 8 fs when its higher speed in the image potential is included, against roughly 0.2 fs for the electronic response of silicon, which supports using the full permittivity.

A real contact can break the assumption of a flat, uniform interface. At an unprotected metal edge the field is concentrated. If the local field were twice the stated value, the classical lowering there would be √2 times larger, about 50 meV. Of the effects given numbers here for the flat contact, wave transmission of light-mass electrons is the largest: when currents with and without the image term are compared at this one field, the effective lowering is about 20 meV below the classical value. That difference should not be used as a correction to a lowering measured by varying the field, where even its sign can reverse: in the same wave model, raising the field from 100 to 200 kV/cm increases kT times the logarithm of the light-mass current by 28 meV, against 14.5 meV for the classical barrier top, and the increase is nearly the same without the image term.

Numbers as computed

```
Electric field: 100 kV/cm
Force on electron: 0.0100 eV/nm
Relative permittivity: 11.7 (no unit)
e^2/(4 pi eps0): 1.43996 eV nm
Image coefficient A: 0.03077 eV nm
Integrated work coefficient: 0.2500000 (no unit)
Barrier-top distance: 1.7541 nm
Numerical barrier-top distance: 1.7541 nm
Image energy at top: -17.541 meV
Field energy at top: -17.541 meV
Barrier lowering: 35.082 meV
Numerical barrier lowering: 35.082 meV
Lowering with image half omitted: 49.61 meV
Lowering in vacuum: 120.00 meV
Lowering at four times the field: 70.16 meV
Temperature: 300 K
Thermal energy: 25.852 meV
Classical current factor at 300 K: 3.885 (no unit)
Classical current factor at 400 K: 2.767 (no unit)
Unlowered barrier, rough input: 0.70 eV
Donor density: 1.0e+16 cm^-3
Depletion width: 646.6 nm
Total band bending: 3.259 eV
Conduction-band density: 2.83e+19 cm^-3
Donor to band-density ratio: 3.53e-04 (no unit)
Bulk Fermi level below band edge: 0.205 eV
Reverse bias: 2.76 V
Field fall at barrier top: 0.271 percent
Lowering lost to field variation: 0.0238 meV
Image-plane shift, rough input: 0.10 nm
Energy change from plane shift: 1.00 meV
Mean donor spacing: 46.4 nm
Lowering change from one donor: 0.200 meV
Ionization coefficient prefactor, rough: 7.0e+05 cm^-1
Ionization field scale, rough: 1.2e+06 V/cm
Ionizations per crossing electron: 2.00e-05 (no unit)
Transit time to barrier top: 11.34 fs
Optical transition energy, rough: 4.0 eV
Electronic response time: 0.165 fs
Metal band depth, rough input: 10.0 eV
Light valley mass, rough input: 0.19 electron masses
Heavy valley mass, rough input: 0.98 electron masses
Wave current ratio, light mass: 1.819 (no unit)
Wave current ratio, heavy mass: 3.616 (no unit)
Effective lowering, light mass: 15.46 meV
Effective lowering, heavy mass: 33.23 meV
Light mass, 0.02 nm softening: 16.67 meV
```
